Switching energy on discharge of a square-loop ferroelectric capacitor

**Q.** I charge a ferroelectric capacitor, discharge it to zero volts, and get back much less energy than I put in. The film still holds a large polarization. Is the missing energy stored in it?

**A.** We need a way to count energy first. When charge dQ flows onto the electrodes at voltage V, the source does work V dQ. For a film of thickness d and area A in a uniform field E, V = E d and Q = A D, where D is the electrode charge per area. Dividing V dQ by the volume A d gives the work per volume:

dw = E dD

Now split D into a linear dielectric part and a switchable polarization P:

D = εE + P, with ε = ε₀ε_r

dw = εE dE + E dP

Positive w is work done by the source, and negative w is energy returned to it. In practical units, 1 MV/cm times 1 µC/cm² is 1 J/cm³.

**Q.** What does this give for a square loop?

**A.** By a square loop I mean that P takes only the values ±P_s. It jumps up at field +E_c and down at −E_c. I assume a slow sweep, no leakage and no interface layer for now. The film starts at zero field with P = −P_s, left there by an earlier negative pulse.

On charging to E_max > E_c, the dielectric part costs

∫₀^E_max εE dE = ½εE_max²

The polarization changes by P_s − (−P_s) = 2P_s, all of it at the field E_c, so the switching part costs 2P_sE_c. In total:

W_in = ½εE_max² + 2P_sE_c

On discharge, the field runs from E_max to zero. P stays at +P_s throughout, so dP = 0 and the switching part of the work is zero. The dielectric part changes sign because its limits are swapped:

W_back = ½εE_max²

None of the switching work returns. The efficiency of the whole capacitor is not zero, however, because the dielectric energy does return.

**Q.** Can you put numbers on that?

**A.** Take a 10 nm film with rough values for ferroelectric hafnium zirconium oxide: P_s = 20 µC/cm², E_c = 1 MV/cm, ε_r = 30 and E_max = 3 MV/cm, which is 3 V. Then ε = 2.656 µC/cm² per MV/cm, and

switching work = 2 × 20 × 1 = 40 J/cm³

dielectric energy = ½ × 2.656 × 3² = 11.95 J/cm³

efficiency = 11.95 / (40 + 11.95) = 23%

If you charge again with the same sign, nothing switches. That cycle is lossless in this model, but it stores only the 12 J/cm³ of an ordinary dielectric.

**Q.** The switching charge must come off the electrodes at some point. Why don't I collect its energy then?

**A.** It comes off at the wrong sign of voltage. P falls by 2P_s when the field reaches −E_c, and the work is

E dP → (−E_c)(−2P_s) = +2P_sE_c

The product of two negative numbers is positive, so the source pays another 40 J/cm³. At zero volts the remanent charge is still on the electrodes, but charge that moves at zero voltage delivers no energy.

**Q.** So where did the first 40 J/cm³ go? Could it sit in the polarized state itself?

**A.** In a film without internal bias, the states +P_s and −P_s are mirror images and have the same free energy. The upper state therefore holds nothing extra, and the work has become heat. A double-well model, in which the whole film switches together, illustrates how:

G(P) = −(a/2)P² + (b/4)P⁴

ρ dP/dt = E − dG/dP

Here a and b are positive, and ρ is a viscosity. Multiply the second equation by dP/dt and rearrange:

E dP/dt = dG/dt + ρ(dP/dt)²

The left side is the power the source puts into P. It includes the reversible stretching of P within one well, as well as the reversal itself. The last term is heat. Over a charge and discharge that takes the film from −P_r to +P_r, the change in G is zero, so the net work equals the heat.

**Q.** Viscous heat should vanish if I sweep slowly enough. Wouldn't a patient experimenter recover the energy?

**A.** Not in this model, because one part of the motion cannot be slowed by the sweep. The equilibrium condition is E = −aP + bP³, and the wells lie at P_r² = a/b. The lower state disappears where dE/dP = −a + 3bP² = 0, at P = −P_r/√3. Putting this into the equilibrium condition, with bP_r² = a, gives the coercive field:

E_c = aP_r/√3 − aP_r/(3√3) = 2aP_r/(3√3)

At this field P must run to the other equilibrium. The cubic bP³ − aP − E_c = 0 has a double root at −P_r/√3. Its roots sum to zero because it has no P² term, so the third root is +2P_r/√3. The jump is therefore ΔP = 3P_r/√3 = √3 P_r. The free energies at its ends, in units of aP_r², are

G(start) = −1/6 + 1/36 = −5/36

G(end) = −2/3 + 4/9 = −2/9 = −8/36

so ΔG = −(1/12)aP_r². From the coercive field, aP_r = (3√3/2)E_c, which makes ΔG = −(√3/8)P_rE_c. The heat of the jump is the source work minus the gain in free energy:

heat = E_cΔP − ΔG = √3 P_rE_c + (√3/8)P_rE_c = (9√3/8)P_rE_c

For P_r = 20 µC/cm² and E_c = 1 MV/cm this is 38.97 J/cm³. It is a little below 40 because the double-well loop is not perfectly square. In this model P also stretches beyond P_r at high field and relaxes on discharge. For a slow sweep to 3E_c, about 48.3 J/cm³ goes in and 9.4 J/cm³ comes back. That return is dielectric-like response within the upper well, not back-switching.

I integrated the motion at three sweep rates, each eight times slower than the last. The heat was 40.72, 39.41 and 39.08 J/cm³. Its excess over 38.97 is 1.75, 0.44 and 0.11, falling about fourfold each time. Extrapolating with that factor gives 38.97 J/cm³. Slow sweeping removes the excess, not the heat of the jump.

The model leaves out thermal activation. In a real film, small regions reverse first, and thermal motion helps them over the barrier. A slower sweep therefore lowers the switching field, and with it the work put in and the heat. As long as the film keeps its polarization at zero field for much longer than the sweep lasts, an unbiased film still returns almost no switching energy, because back-switching needs a negative field. In a sweep slow enough for the polarization to decay by itself, regions could switch back at small positive fields and return some energy, but those regions would then lower the polarization left at zero volts.

**Q.** Then isn't hysteresis the whole explanation? Why blame the sign of the field?

**A.** We can separate the two by keeping the hysteresis and moving the back-switching field. Let half the grains have an internal bias +E_b and half −E_b, with P_s and E_c held fixed. A grain with bias β switches up at β + E_c and down at β − E_c.

First let E_b < E_c. All grains are down at the start, and each half contributes a polarization change of P_s:

W_sw,in = P_s(E_c + E_b) + P_s(E_c − E_b) = 2P_sE_c

Both down-switching fields, ±E_b − E_c, are negative, so the return is zero.

Now let E_b > E_c. Grains with bias −E_b switch up at −E_b + E_c, which is negative. They are already up when charging starts from zero and stay up. The other half does all the switching:

W_sw,in = P_s(E_b + E_c)

W_sw,back = P_s(E_b − E_c)

The difference is 2P_sE_c, the same loss as before. Both cases are covered by

W_sw,back = P_s max(0, E_b − E_c)

I stepped such grains through the field history and summed E ΔP. For E_b = 0, 0.5 and 0.9 MV/cm, the return was zero. At 1.1 it was 2.0 J/cm³, and at 1.5 it was 10.0 J/cm³ out of 50.0 put in. The loss was 40 J/cm³ in every case, to within the field step. So in this model, with the loss held fixed, return begins when back-switching moves to positive field.

**Q.** That last case sounds like an antiferroelectric.

**A.** It has the same double loop: no net polarization at zero field, switching at 2.5 MV/cm and back-switching at 0.5 MV/cm. The returned fraction of the switching work is the ratio of these fields, 0.5/2.5 = 20%. With the dielectric part included, the total efficiency is about 35%, against 23% for the square loop at the same E_max.

Hysteresis still matters, because it sets the loss. At fixed E_b, the returned fraction (E_b − E_c)/(E_b + E_c) approaches one as E_c goes to zero. To return most of its switching energy, a film in this model needs back-switching at positive field and a narrow loop. My comparison keeps the wide loop on purpose and does not represent a particular antiferroelectric.

**Q.** My loops have rounded corners. How much switching energy returns then?

**A.** Suppose the biases have a Gaussian spread σ about zero. The down-switching field of a grain is u = −E_c + σs, where s has the standard normal density φ(s). A grain returns energy if u > 0, which means s > z with z = E_c/σ. Hence

W_sw,back = 2P_s ∫_z^∞ (σs − E_c)φ(s) ds

Since dφ/ds = −sφ, the first term integrates to σφ(z). The second contains the tail probability Φ(−z), where Φ is the cumulative normal function:

W_sw,back = 2P_s[σφ(z) − E_cΦ(−z)]

For charging, the up-switching field is E_c + σs. It counts if it is positive, so s > −z. The same integration, with φ(−z) = φ(z), gives

W_sw,in = 2P_s[σφ(z) + E_cΦ(z)]

Because Φ(z) + Φ(−z) = 1, the two differ by 2P_sE_c. I have let the integrals run to infinity, which requires E_max to lie well above nearly all switching fields.

For σ = 0.4 MV/cm, z = 2.5 and the remanent polarization is 19.75 µC/cm², or 99% of P_s. In that sense the loop is still nearly square, although its sides now slant because the grains switch over a range of fields. The return is 0.032 J/cm³ out of 40.03, or 0.08%. Stepping the grains through the history gives the same values. The small return comes from the few grains whose bias exceeds E_c. Those grains also switch in every later cycle of the same sign, which then loses 0.5 J/cm³ instead of nothing.

Heat can change the fraction. If E_c falls to 0.8 MV/cm while σ stays at 0.4, it rises to 0.42%.

**Q.** How far can I trust this for a real film between metal electrodes?

**A.** The parameters are rough but in the right regime for hafnium zirconium oxide. The assumption to watch is the single, centred group of switching fields. Films that have not been cycled can show pinched loops, which the biased halves imitate. Their return can then be far above 0.08%: the strongly split example gave 20%.

A non-switching interface layer of thickness t also matters. At zero voltage the two voltage drops cancel, and D is continuous:

E_f d + E_i t = 0

εE_f + P_s = ε_iE_i

Substituting E_i = −E_f d/t into the second line gives

E_f = −P_s t/(ε_i d + εt)

For t = 0.5 nm and a layer permittivity of 30, the film feels −0.36 MV/cm. This is weaker than E_c, so with this layer a square-loop film still does not switch back before zero volts. Back-switching starts at −0.67 V instead of −1.00 V. Setting E_f = −E_c gives the thickness at which it would start at zero volts:

t = E_cε_i d/(P_s − εE_c) = 1.53 nm

This thickness is proportional to the layer permittivity. For a relative permittivity of 10 it is only 0.51 nm, and for 7 a 0.5 nm layer starts back-switching at +0.40 V, so a low-permittivity layer can remove the zero-return result. With a permittivity of 30, the layer field in the 0.5 nm case is 7.2 MV/cm, above the rough 4 MV/cm at which I would expect the film to break down. Charge would probably enter the layer and change these values. It could weaken or strengthen the effect, depending on the polarization state in which it was trapped. With rounded corners, the layer should raise the return above 0.08%; I have not calculated by how much.

**Q.** And leakage, breakdown and heating?

**A.** For an assumed 2 eV barrier and a tunnelling mass of 0.2 electron masses, the zero-temperature tunnelling formula gives a loss of about 0.003 J/cm³ in 100 µs at 3 MV/cm. Room temperature roughly doubles this, which is still negligible beside 40. The result depends exponentially on the assumed values, however: at room temperature a mass of 0.11 gives about 13 J/cm³, and a 1.6 eV barrier about 20 J/cm³. It also grows with time, and with the assumed values a 7 ms hold reaches 1% of the switching work. Leakage through defects may be larger. It would reach 1% of the switching work at about 1.3 × 10⁻³ A/cm² for the same field and time.

The peak field is about three quarters of the rough breakdown field, which limits what charging harder can do. Even at 4 MV/cm, with no safety margin left, the square-loop film would store ½ × 2.656 × 4² = 21 J/cm³ in its dielectric part, and the efficiency without leakage would be 21/(40 + 21), or about 35%. At that field the same barrier leaks roughly 10 to 13 J/cm³ in a 100 µs hold, which would lower the efficiency to about 28 to 30%. If no heat escaped, one reversal would warm the film by about 15 K, taking a rough heat capacity of 2.7 J/(cm³ K). Heat flow into the electrodes makes the actual rise smaller. The numerical output below lists the main values used here.

Numbers as computed

```
Ps = 20.0 uC/cm2, Ec = 1.0 MV/cm, eps_r = 30
E_max = 3.0 MV/cm, film = 10 nm, voltage = 3.0 V
film permittivity = 2.656 uC/cm2 per MV/cm
SQUARE LOOP
switching work 2 Ps Ec = 40.00 J/cm3
same per area = 40.00 uJ/cm2
dielectric energy = 11.95 J/cm3
total work in = 51.95 J/cm3
stepped: switching work in = 39.98 J/cm3
stepped: switching work back = 0.00 J/cm3
stepped: paid again at E<0 = 39.98 J/cm3
total efficiency, first cycle = 23.0 %
BIASED GRAINS: bias (MV/cm), switching work in, back (J/cm3)
  0.0  39.98  0.00
  0.5  39.98  0.00
  0.9  39.98  0.00
  1.1  41.99  2.01
  1.5  49.99  10.01
double loop: fields up 2.5, back 0.5 MV/cm
double loop: switching work returned = 20.0 %
double loop: total efficiency = 35.5 %
NEARLY SQUARE LOOP
spread sigma = 0.4 MV/cm, Ec/sigma = 2.50
remanent P = 19.75 uC/cm2
switching work in: formula 40.032, stepped 40.032 J/cm3
switching work back: formula 0.0321, stepped 0.0321 J/cm3
returned fraction = 0.080 %
loss in second same-sign cycle = 0.497 J/cm3
DOUBLE WELL: reduced sweep rate, heat (J/cm3)
  1.00e-03  40.72
  1.25e-04  39.41
  1.56e-05  39.08
slow limit: extrapolated 38.97, formula 38.97 J/cm3
NEGLECTED EFFECTS
interface layer = 0.5 nm, permittivity 30
film field at 0 V = -0.359 MV/cm
layer field at 0 V = 7.17 MV/cm
back-switching onset: no layer -1.00 V, with layer -0.67 V
layer for onset at 0 V = 1.53 nm
tunnel barrier = 2.0 eV, mass = 0.2 m_e
tunnel exponent = 28.8, current = 1.1e-05 A/cm2
tunnel loss in 100 us = 3.2e-03 J/cm3
current for 1 % of switching work = 1.3e-03 A/cm2
rough breakdown field = 4 MV/cm, E_max/breakdown = 0.75
rough heat capacity = 2.7 J/(cm3 K)
heating per reversal, no heat flow = 14.8 K
hot film, Ec = 0.8 MV/cm: returned fraction = 0.42 %
```
